\section*{The Two-Dimensional Hydrogen Problem and Excitons in a Plane, part 1}

(Sections cited here and not found follow in the second part.)

\section{The bound spectrum}

\subsection{A state that can be guessed}

Take a particle of unit mass in the plane, attracted to the origin by the potential $-1/r$. In atomic units its Hamiltonian is
\begin{equation}
H=-\tfrac12\nabla^2-\frac1r ,\qquad r=\sqrt{x^2+y^2}.
\label{eq:H}
\end{equation}
For a function of $r$ alone, the Laplacian in the plane is $\nabla^2 f=f''+f'/r$. Try $f=e^{-\alpha r}$ with $\alpha>0$. Then $f'=-\alpha f$ and $f''=\alpha^2 f$, so
\begin{equation}
Hf=\left[-\frac{\alpha^2}{2}+\left(\frac{\alpha}{2}-1\right)\frac1r\right]f .
\end{equation}
This is a constant times $f$ if the $1/r$ term vanishes, which requires $\alpha=2$. The energy is then $-\alpha^2/2=-2$.

In three dimensions the Laplacian contains $2f'/r$ in place of $f'/r$. The same cancellation then gives $\alpha=1$ and energy $-\tfrac12$. Confinement to a plane has halved the decay length $1/\alpha$ and made the binding energy four times as large.

A family of states with angular dependence can be found in the same way. Let $M=|m|$ and try $\psi=r^M e^{-\alpha r}e^{im\theta}$ with integer $m$. With $R=r^Me^{-\alpha r}$,
\begin{align}
R'&=\left(\frac Mr-\alpha\right)R,\\
R''&=\left[\left(\frac Mr-\alpha\right)^2-\frac{M}{r^2}\right]R .
\end{align}
The angular derivative contributes $-M^2R/r^2$ to the Laplacian. Adding the three pieces, all terms in $1/r^2$ cancel:
\begin{equation}
R''+\frac{R'}r-\frac{M^2}{r^2}R=\left[\alpha^2-\frac{(2M+1)\alpha}{r}\right]R .
\end{equation}
The potential is cancelled when $(2M+1)\alpha/2=1$, that is $\alpha=1/(M+\tfrac12)$, and
\begin{equation}
E=-\frac{1}{2(M+\frac12)^2},\qquad M=0,1,2,\ldots
\label{eq:circular}
\end{equation}
The half-integer is already visible. It comes from the term $f'/r$, whose coefficient is one in the plane. What remains is to find the states with radial nodes and to show that nothing else is bound.

\subsection{Which functions are admitted}

The potential in \eqref{eq:H} is the ordinary three-dimensional Coulomb law evaluated in a plane. It is not the logarithmic potential that solves Poisson's equation in a two-dimensional world. Spin, exchange and retardation are left out.

A bound state must have a finite norm and a finite kinetic energy,
\begin{equation}
\int|\psi|^2\,d^2r<\infty,\qquad \frac12\int|\nabla\psi|^2\,d^2r<\infty .
\label{eq:domain}
\end{equation}
The second condition does real work in this problem, as will be seen for $m=0$.

On these functions the energy is bounded below. To see this, let $\hat r$ be the radial unit vector and expand a square:
\begin{equation}
0\le\int|\nabla\psi+2\hat r\psi|^2d^2r
=\int\left(|\nabla\psi|^2+4|\psi|^2+2\,\partial_r|\psi|^2\right)d^2r .
\end{equation}
For smooth $\psi$ of bounded extent, integration by parts in $r$ gives
\begin{equation}
\int_0^\infty r\,\partial_r|\psi|^2\,dr=-\int_0^\infty|\psi|^2\,dr ,
\end{equation}
because $r|\psi|^2$ vanishes at both ends. The right side, integrated over $\theta$, is $-\int(|\psi|^2/r)\,d^2r$. Dividing the inequality by two,
\begin{equation}
\frac12\int|\nabla\psi|^2d^2r-\int\frac{|\psi|^2}{r}d^2r\ \ge\ -2\int|\psi|^2d^2r .
\label{eq:bound}
\end{equation}
Other functions obeying \eqref{eq:domain} are limits of smooth ones, and the inequality carries over. The guessed state $e^{-2r}$ reaches the bound, so it is the ground state.

\subsection{Separation in polar coordinates}

Since $H$ is unchanged by rotations, each angular Fourier component of an eigenfunction is itself an eigenfunction, unless it is zero. It is therefore enough to study
\begin{equation}
\psi(r,\theta)=R(r)\frac{e^{im\theta}}{\sqrt{2\pi}},\qquad m=0,\pm1,\pm2,\ldots,
\end{equation}
where single-valuedness makes $m$ an integer. The norm is $\int_0^\infty|R|^2r\,dr$. From $\nabla^2=\partial_r^2+r^{-1}\partial_r+r^{-2}\partial_\theta^2$, multiplying $H\psi=E\psi$ by $-2$ gives
\begin{equation}
R''+\frac{R'}r-\frac{M^2}{r^2}R+2\left(E+\frac1r\right)R=0 .
\label{eq:radial}
\end{equation}
The coefficients are real, so $R$ may be taken real.

The substitution $R=u/\sqrt r$ removes the first derivative. Direct differentiation gives $R''+R'/r=r^{-1/2}(u''+u/4r^2)$, hence
\begin{equation}
u''+\left[2E+\frac2r-\frac{M^2-\frac14}{r^2}\right]u=0,\qquad
\int R^2r\,dr=\int u^2\,dr .
\label{eq:u}
\end{equation}
In three dimensions the corresponding equation has $l(l+1)$ in place of $M^2-\tfrac14$. The two agree if $l=M-\tfrac12$. The plane thus behaves like three-dimensional hydrogen with half-integer angular momentum, and for $m=0$ the centrifugal term is attractive.

\subsection{No bound state at zero or positive energy}

Consider any equation $u''+Qu=0$ in which $Q$ tends to a constant $Q_0>0$ at large $r$ and $|Q'|$ is integrable there. Define $F=u'^2+Qu^2$. The equation gives
\begin{equation}
F'=2u'(u''+Qu)+Q'u^2=Q'u^2 .
\end{equation}
Beyond some radius $a$ we have $Q\ge Q_0/2$, so $u^2\le 2F/Q_0$ and $|F'|\le(2|Q'|/Q_0)F$. The derivative of $\ln F$ is therefore integrable, and $F$ tends to a constant $F_\infty>0$. It follows that $u$ and $u'$ stay bounded. Integrating $(uu')'=u'^2-Qu^2$ shows that $\int u'^2$ and $\int Qu^2$ differ by a bounded amount, so each grows as half of $\int F$. Therefore
\begin{equation}
\int_a^L u^2\,dr\simeq\frac{F_\infty}{2Q_0}\,L .
\label{eq:lemma}
\end{equation}

For $E>0$, equation \eqref{eq:u} has this form with $Q_0=2E$. The norm grows linearly with $L$, and there is no bound state.

For $E=0$ the bracket in \eqref{eq:u} tends to zero, and a new variable is needed. Multiply \eqref{eq:radial} by $r^2$ and use $r^2R''+rR'=(r\,d/dr)^2R$. With $z=\sqrt{8r}$ one has $r\,d/dr=\tfrac12z\,d/dz$ and $2r=z^2/4$. Multiplying by four,
\begin{equation}
\left(z\frac{d}{dz}\right)^2R+(z^2-4M^2)R=0 .
\end{equation}
This is Bessel's equation of order $2M$. Setting $v=\sqrt z\,R$ gives
\begin{equation}
\frac{d^2v}{dz^2}+\left[1-\frac{4M^2-\frac14}{z^2}\right]v=0 ,
\end{equation}
to which \eqref{eq:lemma} applies: $\int v^2dz$ grows linearly with $z$. Since $r\,dr=z^3dz/32$, the norm is $\int v^2z^2dz/32$. It grows as $z^3$, or $L^{3/2}$, and $E=0$ is excluded too.

Outward integration for $m=0$ shows both laws. When the radius is doubled from 800 to 1600, the norm grows by the factor 2.007 at $E=0.5$, where the law gives 2. At $E=0$ the factor is 2.741, where the law gives $2^{3/2}\approx2.83$. The difference has the expected size: at large $z$, $v^2$ oscillates as $1+\cos(2z+\phi)$, and the oscillating part changes $\int v^2z^2dz$ by up to a fraction $3/(2z)$, which is 1.9\% at the smaller radius ($z=80$) and 1.3\% at the larger ($z\approx113$). Here the two deviations have opposite signs and add up to the 3\% by which the factor falls short.

\subsection{Behaviour at the origin}

Near $r=0$ the trial form $r^s$ in \eqref{eq:radial} gives $s^2=M^2$. One solution is $R_1=r^M(1+\ldots)$. To find the other, write the equation as
\begin{equation}
(rR')'=\left(\frac{M^2}{r}-2Er-2\right)R .
\label{eq:flux}
\end{equation}
For two solutions this gives $[r(R_1R_2'-R_2R_1')]'=0$. With the constant chosen as one, $(R_2/R_1)'=1/(rR_1^2)$, and integration yields, to leading order,
\begin{equation}
R_2\simeq
\begin{cases}
-\,r^{-M}/(2M), & M\ge1,\\
\ln r, & M=0 .
\end{cases}
\end{equation}
For $M\ge1$ the norm contains $\int r^{1-2M}dr$, which diverges at the origin. For $M=0$ the norm is finite, since $r\ln^2r$ is integrable. The kinetic energy, however, contains $\tfrac12\int(1/r)^2r\,dr$, which diverges logarithmically. In every case an admitted state must be a multiple of $R_1$.

\subsection{Reduction to a power series}

For $E<0$ define
\begin{equation}
\kappa=\sqrt{-2E},\qquad \rho=2\kappa r,\qquad \lambda=\frac1\kappa .
\end{equation}
Each derivative in \eqref{eq:radial} brings a factor $2\kappa$. Divide by $4\kappa^2$. The energy term becomes $2E/4\kappa^2=-\tfrac14$, and the potential term becomes $(4\kappa/\rho)/4\kappa^2=\lambda/\rho$. With primes now denoting $d/d\rho$,
\begin{equation}
R''+\frac{R'}\rho+\left[-\frac{M^2}{\rho^2}+\frac\lambda\rho-\frac14\right]R=0 .
\label{eq:rho}
\end{equation}
Write $R=g\,w$ with $g=\rho^Me^{-\rho/2}$. Then
\begin{align}
\frac{g'}g&=\frac M\rho-\frac12,\\
\frac{g''}g&=\frac{M^2-M}{\rho^2}-\frac M\rho+\frac14 .
\end{align}
After division by $g$, the coefficient of $w'$ is $2g'/g+1/\rho=(2M+1)/\rho-1$. In the coefficient of $w$ the terms in $1/\rho^2$ cancel, as do the constants, leaving $(\lambda-M-\tfrac12)/\rho$. Multiplication by $\rho$ gives
\begin{equation}
\rho w''+(2M+1-\rho)w'+\left(\lambda-M-\tfrac12\right)w=0 .
\label{eq:w}
\end{equation}
Insert $w=\sum_{k\ge0}c_k\rho^k$ with $c_0\neq0$ and collect the coefficient of $\rho^k$:
\begin{equation}
\frac{c_{k+1}}{c_k}=\frac{k+M+\frac12-\lambda}{(k+1)(k+2M+1)} .
\label{eq:recurrence}
\end{equation}

\subsection{Why the series must end}

Suppose that no coefficient vanishes. As $k$ grows, $(k+M+\tfrac12-\lambda)/(k+2M+1)$ tends to one, so it exceeds $\tfrac34$ from some $K$ onward. From there all coefficients have one sign, which may be taken positive, and
\begin{equation}
c_k\ge c_K\frac{K!}{k!}\left(\frac34\right)^{k-K},\qquad k\ge K .
\end{equation}
Summation gives $w\ge Ce^{3\rho/4}-P(\rho)$, with $C>0$ and $P$ a polynomial. Then $R=\rho^Me^{-\rho/2}w$ grows at least as fast as a multiple of $\rho^Me^{\rho/4}$ and cannot be normalized. At the trial energy $-0.30$, which is not a level, $|R|$ grows between $r=10$ and $r=20$ by a factor of about 580 for $m=0$ and 607 for $m=1$.

The series must therefore end at some degree $n_r=0,1,2,\ldots$, so the numerator of \eqref{eq:recurrence} vanishes at $k=n_r$:
\begin{equation}
\lambda=n_r+M+\tfrac12 .
\end{equation}
Conversely, a polynomial times $\rho^Me^{-\rho/2}$ satisfies both conditions in \eqref{eq:domain}. Define $n=n_r+M+1$, which starts at one. Then $\lambda=n-\tfrac12$, $\kappa=1/(n-\tfrac12)$, and $E=-\kappa^2/2$ gives
\begin{equation}
\boxed{E_n=-\frac{1}{2\left(n-\frac12\right)^2},\qquad n=1,2,3,\ldots}
\label{eq:levels}
\end{equation}
For given $n$, each $m$ with $|m|\le n-1$ occurs once, with $n_r=n-1-|m|$. The level has $2n-1$ orbital states. The guessed family \eqref{eq:circular} is the case $n_r=0$.

\section{Wavefunctions, excitons and the transport gap}

\subsection{What is carried over}

The Hamiltonian is $H=-\tfrac12\nabla^2-1/r$ in the plane, with levels $E_n=-1/[2(n-\tfrac12)^2]$. The angular momentum is $m$, with $M=|m|\le n-1$, and the radial polynomial has degree $p=n-M-1$. The states are $\psi=R(r)e^{im\theta}/\sqrt{2\pi}$ with $R\propto\rho^Me^{-\rho/2}w(\rho)$. On level $n$ the scaled radius is $\rho=\beta r$, with $\beta=2/(n-\tfrac12)=4/(2n-1)$. Admitted states have finite norm and finite kinetic energy, and on them $\langle H\rangle\ge-2$.

\subsection{What the kinetic-energy condition excludes}

For $m=0$ and any $E<0$ that is not a level, the solution $R_1$ regular at the origin diverges at infinity; choose its sign so that it tends to $+\infty$. From \eqref{eq:flux}, $rR_1'$ increases at large $r$, so $R_1$ is eventually increasing. A second solution there is
\begin{equation}
R_2(r)=R_1(r)\int_r^\infty\frac{ds}{s\,R_1(s)^2}\ \le\ \int_r^\infty\frac{ds}{s\,R_1(s)} ,
\end{equation}
where $R_1(r)\le R_1(s)$ was used. Since $R_1$ grows exponentially, $R_2$ decays exponentially. Continued inward it is independent of $R_1$, so it contains $\ln r$ at the origin and still has a finite norm.

Finite norm alone would thus allow every negative energy for $m=0$. As an instance, take $\lambda=1$, which lies between the allowed values $\tfrac12$ and $\tfrac32$. With one choice of prefactor, the decaying solution has norm integral $\int R^2\rho\,d\rho=1.58$. Its kinetic integral $\tfrac12\int(dR/d\rho)^2\rho\,d\rho$ gains 0.0916 from the decade $10^{-6}<\rho<10^{-5}$ and the same amount, to three digits, from $10^{-8}<\rho<10^{-7}$. This is the logarithmic divergence.

There is also a physical reading. The flux of $\nabla\ln r$ through any circle around the origin is $2\pi$, so $\nabla^2\ln r$ contains $2\pi\delta^2(\mathbf r)$. A logarithmic state would need an additional point interaction at the origin, which $H$ does not contain.

The bound levels of the planar Coulomb problem are now established, and the finite-kinetic-energy condition has been shown to exclude the logarithmic solutions that finite norm alone would allow for $m=0$. What remains is to normalize the wavefunctions and to apply the results to excitons and the transport gap, including the case of a layer that is itself polarizable.

Numerical values quoted here were computed with a short program.
